# Bands and conductance of a Rashba wire in an axial field

## Problem

Electrons of effective mass $m$ move along a straight wire lying on the $x$ axis. One transverse subband is occupied. Rashba spin-orbit coupling acts as a momentum-dependent field along $y$, and a magnetic field $\mathcal B$ is applied along the wire. The Hamiltonian for wave number $k$ is

$$H(k)=\frac{\hbar^2k^2}{2m}+\alpha k\,\sigma_y+B\,\sigma_x,\qquad B=\tfrac12 g\mu_B\mathcal B ,$$

with $\alpha>0$ and $B>0$. Thus $B$ is an energy, half the Zeeman splitting. Energies are measured from the bottom of the subband without spin terms. Define

$$E_{so}=\frac{m\alpha^2}{2\hbar^2},\qquad k_{so}=\frac{m\alpha}{\hbar^2}.$$

Neglect interactions, disorder and the orbital effect of the magnetic field.

(a) Find the two bands, their extrema, and the gap at $k=0$.

(b) Count the right-moving states at each Fermi energy $E$. Deduce the zero-temperature conductance of a long wire with reflectionless contacts. For which $B$ does the conductance drop as $E$ rises?

(c) Find the spins of the propagating states in the middle of the gap.

(d) How long must the wire be, and how does temperature alter the mid-gap conductance?

(e) What changes if the magnetic field points along $y$?

Evaluate the results for $m=0.05\,m_e$, $\alpha=100$ meV nm and $B=1$ meV.

## Solution

### (a) The bands

Write the spin part as $M=\alpha k\,\sigma_y+B\,\sigma_x$ and square it:

$$M^2=\alpha^2k^2\sigma_y^2+B^2\sigma_x^2+\alpha kB(\sigma_y\sigma_x+\sigma_x\sigma_y)=\alpha^2k^2+B^2 .$$

The last bracket vanishes because different Pauli matrices anticommute, and each Pauli matrix squares to one. The eigenvalues of $M$ therefore have magnitude $R(k)=\sqrt{\alpha^2k^2+B^2}$. Since $M$ has zero trace, they are $+R$ and $-R$, and

$$E_\pm(k)=\frac{\hbar^2k^2}{2m}\pm\sqrt{\alpha^2k^2+B^2}.$$

At $k=0$ the energies are $\pm B$, so the gap there is $2B$. It is a gap at zero wave number, not in the whole spectrum: the lower band passes through the same energies at larger $|k|$.

For the extrema of the lower band,

$$\frac{dE_-}{dk}=k\left(\frac{\hbar^2}{m}-\frac{\alpha^2}{R}\right)=0 .$$

Either $k=0$, or $R=m\alpha^2/\hbar^2=2E_{so}$. The second condition gives

$$k_0=\frac{\sqrt{4E_{so}^2-B^2}}{\alpha},$$

which is real and nonzero if $B<2E_{so}$. To find the energy there, note that $4E_{so}\,\hbar^2/2m=\alpha^2$, so that

$$\alpha^2k^2=4E_{so}\,\frac{\hbar^2k^2}{2m}. \tag{1}$$

Then

$$E_{\min}=\frac{4E_{so}^2-B^2}{4E_{so}}-2E_{so}=-E_{so}-\frac{B^2}{4E_{so}} .$$

The second derivative at $k=0$ is $\hbar^2/m-\alpha^2/B$, which is negative for $B<2E_{so}$. The lower band then has a local maximum $-B$ at $k=0$ between two minima at $\pm k_0$. The distance from the minima to this maximum is

$$-B-E_{\min}=\frac{4E_{so}^2-4E_{so}B+B^2}{4E_{so}}=\frac{(2E_{so}-B)^2}{4E_{so}} .$$

For $B\ge2E_{so}$ the two minima have merged, and the lower band has a single minimum $-B$ at $k=0$. The upper band always has its minimum $+B$ at $k=0$, because both of its terms grow with $|k|$.

For the given parameters, $\hbar^2/2m=762.0$ meV nm², and

$$E_{so}=\frac{\alpha^2}{4(\hbar^2/2m)}=\frac{100^2}{4\times762.0}=3.281\ \text{meV},\qquad k_{so}=\frac{100}{2\times762.0}=0.0656\ \text{nm}^{-1}.$$

The limit $2E_{so}=6.562$ meV is well above $B=1$ meV, so there are two minima. They lie at

$$k_0=\frac{\sqrt{6.562^2-1^2}}{100}=0.0649\ \text{nm}^{-1},\qquad E_{\min}=-3.281-\frac{1}{4\times3.281}=-3.357\ \text{meV}.$$

The gap edges are $-1$ and $+1$ meV. With $g=10$, this Zeeman energy requires $\mathcal B=2B/(g\mu_B)=3.46$ T. The one-subband model needs a wire narrow compared with $1/k_{so}=15$ nm, and neglecting the orbital effect needs a cross section small compared with the magnetic length, 14 nm at this field. In a wider wire the Rashba term mixes subbands. For a hard-wall strip the depth of the minima below mid-gap falls from 3.36 meV to 2.8 meV at 20 nm width and 2.0 meV at 40 nm, while the sequence of mode numbers survives.

### (b) Right-movers and conductance

**Wave numbers at a given energy.** Let $X=\hbar^2k^2/2m$. The band equation is $E-X=\pm R$. Squaring it and using (1) gives

$$(E-X)^2=4E_{so}X+B^2,$$

$$X^2-2(E+2E_{so})X+E^2-B^2=0. \tag{2}$$

Squaring adds no false solutions here, since both signs of $R$ belong to bands. The roots are

$$X_\pm=E+2E_{so}\pm\sqrt{4E_{so}^2+4E_{so}E+B^2},$$

because $(E+2E_{so})^2-(E^2-B^2)=4E_{so}^2+4E_{so}E+B^2$. The quantity under the root equals $4E_{so}(E-E_{\min})$.

A positive root gives a pair of real wave numbers $\pm k$. A negative root gives imaginary $k$, that is, waves that grow or decay along the wire. The bands are even in $k$, so the velocity $v=\hbar^{-1}dE/dk$ is odd. Away from band extrema, each real pair thus contains one right-mover and one left-mover. The number $N$ of right-movers is the number of positive roots.

The product of the roots is $E^2-B^2$ and their sum is $2(E+2E_{so})$. For $B<2E_{so}$ this settles every case:

- If $E<E_{\min}$, the roots are complex and there is no propagating state: $N=0$.
- If $E_{\min}<E<-B$, the roots are real and their product is positive. Their sum exceeds $2(E_{\min}+2E_{so})=(4E_{so}^2-B^2)/(2E_{so})>0$. Both roots are positive: $N=2$.
- If $-B<E<B$, the product is negative. One root is positive and one negative: $N=1$.
- If $E>B$, both product and sum are positive: $N=2$.

In the lower window both right-movers belong to the lower band. For positive $k$ this band falls up to $k_0$ and rises beyond it. The outer right-mover therefore has positive $k$, but the inner one has negative $k$: its velocity is opposite to its wave number. Above the gap, the inner right-mover belongs to the upper band and has positive $k$.

**Current per mode.** Let the left reservoir be raised in energy by $eV$ relative to the right one, and count the current as positive when charge of magnitude $e$ moves to the right. With reflectionless contacts, right-movers are filled by the left reservoir and left-movers by the right one. One mode carries

$$I=e\int\frac{dk}{2\pi}\,v\,(f_L-f_R)=\frac{e}{2\pi\hbar}\int dE\,(f_L-f_R)=\frac{e}{h}\,eV .$$

The second form uses $v\,dk=dE/\hbar$. The velocity has cancelled, so slow and fast modes contribute equally. The last form holds at zero temperature for a bias small enough that the mode is open throughout the energy window. Hence $G=Ne^2/h$, and

$$\frac{G}{e^2/h}=\begin{cases}0,&E<E_{\min}\\2,&E_{\min}<E<-B\\1,&-B<E<B\\2,&E>B\end{cases}\qquad (B<2E_{so}).$$

The conductance goes 2, 1, 2 as the Fermi energy crosses the gap.

**Condition on the field.** If $B\ge2E_{so}$ and $E<-B$, then $E+2E_{so}<0$. The roots, when real, have a positive product and a negative sum, so both are negative and $N=0$. The sequence with rising energy is then 0, 1, 2, without a drop. This includes the limit $\alpha\to0$, in which two Zeeman-split subbands open one after the other. The drop therefore requires $B<2E_{so}$. In the opposite limit $B\to0$ the gap closes. At $B=0$ the conductance is $2e^2/h$ at every energy above $-E_{so}$, including the crossing point $E=0$. There the root $X_-=0$ stands for two states at $k=0$, one moving right and one moving left, so counting only positive roots would miss a mode.

**Numbers.** At $E=-2$ meV,

$$X_\pm=-2+6.562\pm\sqrt{6.562^2-4(3.281)(2)+1}=4.562\pm4.220\ \text{meV}.$$

The other energies follow in the same way, with $|k|=\sqrt{X/762.0}$ for positive $X$ in meV:

| $E$ (meV) | $X_-$, $X_+$ (meV) | real $\lvert k\rvert$ (nm⁻¹) | $N$ |
|---|---|---|---|
| −2 | 0.342, 8.782 | 0.0212, 0.1074 | 2 |
| 0 | −0.076, 13.199 | 0.1316 | 1 |
| 2 | 0.177, 16.946 | 0.0152, 0.1491 | 2 |

The plateau values are $2e^2/h=77.48$ µS and $e^2/h=38.74$ µS. Counting upward crossings of numerically diagonalized bands gives the same sequences: 0, 2, 1, 2 for $B=1$ meV and 0, 1, 2 for $B=8$ meV.

### (c) Spins in the gap

In the lower band the spin points opposite to the total field $(B,\alpha k)$ in the $xy$ plane:

$$\langle\sigma_x\rangle=-\frac{B}{R},\qquad\langle\sigma_y\rangle=-\frac{\alpha k}{R}.$$

At $E=0$ the right-mover has $k=0.1316$ nm⁻¹, so $\alpha k=13.16$ meV and $R=\sqrt{13.16^2+1}=13.20$ meV. Its spin components are $\langle\sigma_x\rangle=-0.076$ and $\langle\sigma_y\rangle=-0.997$. The left-mover has the same $x$ component and $\langle\sigma_y\rangle=+0.997$. The direction of motion is tied to the spin, which is the meaning of the name helical gap.

The two spins are not fully opposite. For spin directions $\mathbf n$ and $\mathbf n'$, the squared overlap of the spinors is $(1+\mathbf n\cdot\mathbf n')/2$. Here

$$\frac12\left(1+\frac{B^2-\alpha^2k^2}{R^2}\right)=\frac{B^2}{\alpha^2k^2+B^2}=0.0057 .$$

A weak potential that does not act on spin has a backscattering matrix element proportional to the spinor overlap. To leading order in the potential, the backscattering probability is reduced by the factor 0.0057 relative to equal spins. It is not zero, so the mid-gap plateau is not immune to disorder. The leading order holds only for very weak scatterers: for a point potential $V_0\delta(x)$ the factor is already 0.010 at $V_0=5$ meV nm, 0.0026 at $V_0=-5$ meV nm and 0.031 at $V_0=20$ meV nm.

### (d) Wire length and temperature

**Length.** Suppose the magnetic field acts on a section $0<x<L$ between leads that have Rashba coupling but no magnetic field. At $E=0$ these leads offer two channels: an outer one, and an inner one near $k=0$. The inner channel is blocked only if its evanescent wave decays within the section.

Near $k=0$ the kinetic term is small. Dropping it and replacing $k$ by $-i\,d/dx$ gives

$$-i\alpha\sigma_y\psi'+B\sigma_x\psi=0 .$$

Multiply from the left by $\sigma_y$ and use $\sigma_y\sigma_x=-i\sigma_z$:

$$\psi'=-\frac B\alpha\,\sigma_z\psi,\qquad \psi(L)=(\cosh\lambda-\sigma_z\sinh\lambda)\,\psi(0),\qquad\lambda=\frac{BL}{\alpha}.$$

In the leads the inner channel has energy $\alpha k\sigma_y$, so right- and left-movers are the spinors $|+\rangle$ and $|-\rangle$ with $\sigma_y=\pm1$. With $|\pm\rangle=(1,\pm i)/\sqrt2$, the matrix $\sigma_z$ exchanges them. Set $\psi(0)=|+\rangle+r|-\rangle$ and $\psi(L)=t|+\rangle$. Comparing coefficients,

$$r\cosh\lambda-\sinh\lambda=0,\qquad t=\cosh\lambda-r\sinh\lambda .$$

The first equation gives $r=\tanh\lambda$. The second then gives $t=(\cosh^2\lambda-\sinh^2\lambda)/\cosh\lambda=1/\cosh\lambda$. If the outer channel is transmitted almost fully, the total is

$$\frac{G}{e^2/h}\approx1+\frac1{\cosh^2(BL/\alpha)} .$$

At mid-gap the required condition is $L\gg\alpha/B$, here 100 nm. Towards the gap edges the negative root of (2) goes to zero, so the decay length grows and a longer section is needed. The full equation (2) gives nearly the same decay length, 100.3 nm, from its negative root at $E=0$.

A lattice scattering calculation that keeps the kinetic term and both channels gives, for abrupt ends:

| $L$ (nm) | lattice | estimate |
|---|---|---|
| 50 | 1.786 | 1.786 |
| 100 | 1.419 | 1.420 |
| 200 | 1.067 | 1.071 |
| 400 | 0.997 | 1.001 |

The lattice spacing of 2 nm limits the accuracy of the lattice values to about 0.002. A 50 nm section thus hides most of the drop. At 400 nm the total lies slightly below 1, so even the better transmitted channel is partly reflected. When the field instead rises and falls smoothly over 600 nm on each side of a 1000 nm flat section, the lattice transmission is 2.0000 at $E=-2$ meV, 1.0000 at $E=0$ and 2.0000 at $E=2$ meV. The leads have two channels at all three energies, so the drop comes from the section with the field.

Such field-free leads conduct only above their own band bottom, $-E_{so}$. The lower plateau is then visible from $-E_{so}$ to $-B$, which requires the stricter condition $B<E_{so}$. Our parameters satisfy it.

In a gated wire the field is usually uniform and the leads have a Fermi energy far above the gap. For $E<-B$ in the wire, the inner mode must then pass through the gap in each contact region, and a smooth contact reflects it. With leads 20 meV deeper than the wire, the transmission at $E=-2$ meV is about 1.9, 1.7, 1.3 and 1.0 for potential ramps of 20, 100, 300 and 1500 nm, and it varies strongly with energy. The lower plateau at $2e^2/h$ is therefore not guaranteed in such a device. The assumption of reflectionless contacts is a real restriction.

**Temperature.** At temperature $T$ and chemical potential $\mu$, the small-bias conductance is the average of $N(E)$ with weight $-\partial f/\partial E$. The mode number jumps by $+2$ at $E_{\min}$, by $-1$ at $-B$ and by $+1$ at $B$. A unit step at energy $\varepsilon$ contributes

$$\int_\varepsilon^\infty\left(-\frac{\partial f}{\partial E}\right)dE=F(\varepsilon)=\frac1{1+e^{(\varepsilon-\mu)/k_BT}} .$$

Therefore

$$\frac{G}{e^2/h}=2F(E_{\min})-F(-B)+F(B).$$

In mid-gap, $\mu=0$ and $F(-B)=1-F(B)$. If also $k_BT\ll|E_{\min}|$, then $F(E_{\min})\approx1$ and

$$\frac{G}{e^2/h}\approx1+2F(B)=1+\frac{2}{1+e^{B/k_BT}} .$$

At 4 K, $k_BT=0.345$ meV and $B/k_BT=2.90$, which gives $G=1.10\,e^2/h$. Thermal electrons and holes beyond the gap edges raise the minimum by about 10% relative to its zero-temperature value. A clear plateau needs $k_BT\ll B$.

### (e) Field along $y$

With $B\sigma_y$ in place of $B\sigma_x$, the spin component $s=\pm1$ along $y$ is conserved. Completing the square,

$$E_s(k)=\frac{\hbar^2k^2}{2m}+s(\alpha k+B)=\frac{\hbar^2}{2m}(k+sk_{so})^2-E_{so}+sB .$$

These are two parabolas that cross without mixing. Each provides one right-mover above its minimum. The first opens at $-E_{so}-B=-4.281$ meV and the second at $-E_{so}+B=-2.281$ meV, so the conductance goes 0, 1, 2 and does not fall again. The drop found in (b) needs a field component perpendicular to the Rashba field. Such a component mixes the two spin states where the bands would otherwise cross, and opens a gap there. For a field along $x$ this point is $k=0$. A perpendicular component is necessary but not sufficient: the lower band must also keep its local maximum. For components $(B_x,B_y)=(0.7,0.7)$ meV the sequence is 0, 1, 2, 1, 2, but for $(1,5)$ meV it is 0, 1, 2 although the magnitude is below $2E_{so}$. The numerical output lists the mode sequences for both field directions.

## Calculated quantities

```
Effective mass: 0.05 m_e
Rashba constant alpha: 100 meV nm
Zeeman energy B: 1.00 meV; full gap 2B: 2.00 meV
Magnetic field for g = 10: 3.46 T
hbar^2/(2m): 762.0 meV nm^2
E_so: 3.281 meV; limit 2 E_so: 6.562 meV
k_so: 0.0656 1/nm
Lower band minimum E_min: -3.357 meV
Position of minimum k_0: 0.0649 1/nm
Gap edges at k=0: -1.00 and 1.00 meV
E = -2.0 meV: roots X = 0.3416, 8.7818 meV
  propagating |k| = 0.0212, 0.1074 1/nm; modes = 2
  conductance = 2 e^2/h = 77.48 microsiemens
E = 0.0 meV: roots X = -0.0758, 13.1992 meV
  propagating |k| = 0.1316 1/nm; modes = 1
  conductance = 1 e^2/h = 38.74 microsiemens
E = 2.0 meV: roots X = 0.1770, 16.9464 meV
  propagating |k| = 0.0152, 0.1491 1/nm; modes = 2
  conductance = 2 e^2/h = 77.48 microsiemens
Mid-gap decay constant: 0.00997 1/nm
Mid-gap decay length: 100.3 nm; alpha/B: 100.0 nm
Mid-gap right-mover <sigma_y>: -0.9971
Mid-gap right-mover <sigma_x>: -0.0758
Mid-gap left-mover <sigma_y>: 0.9971
Squared spin overlap of the two movers: 0.00574
Smooth wire: ramps 600 nm, flat 1000 nm
  E = -2.5 meV: lattice transmission = 2.0000
  E = -2.0 meV: lattice transmission = 2.0000
  E = -1.5 meV: lattice transmission = 1.9994
  E = -0.5 meV: lattice transmission = 1.0000
  E = 0.0 meV: lattice transmission = 1.0000
  E = 0.5 meV: lattice transmission = 1.0000
  E = 1.5 meV: lattice transmission = 1.9966
  E = 2.0 meV: lattice transmission = 2.0000
  E = 3.0 meV: lattice transmission = 2.0000
Abrupt wire at E = 0, lattice and estimate:
  L = 50 nm: 1.786 and 1.786
  L = 100 nm: 1.419 and 1.420
  L = 200 nm: 1.067 and 1.071
  L = 400 nm: 0.997 and 1.001
k_B T at 4 K: 0.3447 meV
Thermal mid-gap conductance: 1.1041 e^2/h
Same by quadrature: 1.1041 e^2/h
Mode sequence, B = 1 meV along x: [0, 2, 1, 2]
Mode sequence, B = 8 meV along x: [0, 1, 2]
Mode sequence, B = 1 meV along y: [0, 1, 2]
```
